# Thermal expansion from phonons: the Grüneisen relation in the quasi-harmonic approximation

## 1. What has to be calculated

Suppose the phonon frequencies of a cubic crystal have been computed at one volume, and its thermal expansion is wanted. One route is to compute the phonons at many volumes, find the volume of lowest free energy at each temperature, and differentiate that volume with respect to temperature. A cheaper route uses one volume, with the frequencies and their first derivatives there, a heat capacity and a bulk modulus. The choice depends on what the second route leaves out.

The answer lies in the relation

$$\alpha_V=\frac{\gamma\,C_V}{B\,V},\qquad \alpha_V=\frac1V\left(\frac{\partial V}{\partial T}\right)_P .$$

Within the quasi-harmonic approximation it holds without further error, provided that every quantity on the right is taken at the actual volume $V(T,P)$ and that $B$ is the isothermal bulk modulus of the whole free energy. Values taken from the static crystal, with the atoms at rest at the minimum of the potential energy, give an estimate. In the model crystal of section 7 that estimate is 13% below the full quasi-harmonic result at 300 K and 23% below it at 600 K. The quasi-harmonic result is itself an approximation to the true expansion, and section 7 gives the size of its error.

## 2. The free energy and its assumptions

The quasi-harmonic approximation treats the lattice vibrations at each volume as independent harmonic oscillators, but lets their frequencies depend on the volume:

$$\omega_i=\omega_i(V).$$

The frequencies have no separate dependence on temperature. They change on heating because the volume changes.

The index $i$ stands for a wavevector and a branch. When the crystal expands, its wavevectors shrink in proportion to the inverse lattice constant. A mode is therefore followed at fixed reduced wavevector, meaning fixed components along the reciprocal lattice vectors, so that the phase difference between given atoms stays the same. The three uniform translations have zero frequency at every volume and are left out of the sums.

The crystal is taken to be cubic, so that a change of volume is a uniform scaling, and all $\omega_i^2$ are positive. Electronic excitations are neglected. In atomic units $\hbar=1$, but $\hbar$ is kept in the formulas to show the dimensions. Temperature is in kelvin, with $k_B=3.1668\times10^{-6}$ hartree/K.

One oscillator has the levels $\hbar\omega_i(n+\tfrac12)$, $n=0,1,2,\dots$ With

$$x_i=\frac{\hbar\omega_i}{k_BT}$$

its partition function is a geometric series:

$$Z_i=\sum_{n=0}^{\infty}e^{-x_i(n+1/2)}=\frac{e^{-x_i/2}}{1-e^{-x_i}} .$$

Its free energy is $F_i=-k_BT\ln Z_i$. Adding the static energy $E_0(V)$ and summing over the modes gives

$$F(V,T)=E_0(V)+\sum_i\left[\frac{\hbar\omega_i}{2}+k_BT\ln\left(1-e^{-x_i}\right)\right].$$

## 3. Energy and heat capacity of one mode

The derivative of $F_i$ with respect to its frequency will be needed. Since $\partial x_i/\partial\omega_i=\hbar/(k_BT)$ at fixed $T$,

$$\frac{\partial F_i}{\partial\omega_i}=\frac{\hbar}{2}+k_BT\,\frac{e^{-x_i}}{1-e^{-x_i}}\,\frac{\hbar}{k_BT}
=\hbar\left(\frac12+n_i\right),\qquad n_i=\frac{1}{e^{x_i}-1}.$$

Here $n_i$ is the mean occupation number. The mean energy of the mode is $\varepsilon_i=\hbar\omega_i(n_i+\tfrac12)$, so

$$\frac{\partial F_i}{\partial\omega_i}=\frac{\varepsilon_i}{\omega_i}.$$

The heat capacity of the mode is the temperature derivative of $\varepsilon_i$ at fixed volume, hence at fixed frequency. With

$$\frac{dn_i}{dx_i}=-\frac{e^{x_i}}{(e^{x_i}-1)^2},\qquad \frac{\partial x_i}{\partial T}=-\frac{x_i}{T},$$

the two minus signs cancel, and

$$c_i=\hbar\omega_i\,\frac{x_i}{T}\,\frac{e^{x_i}}{(e^{x_i}-1)^2}
=k_B\,\frac{x_i^2e^{x_i}}{(e^{x_i}-1)^2}
=k_B\left[\frac{x_i/2}{\sinh(x_i/2)}\right]^2 .$$

The second form uses $\hbar\omega_i/T=k_Bx_i$, and the last uses $e^{x_i}-1=2e^{x_i/2}\sinh(x_i/2)$. The static energy does not depend on temperature, so the total heat capacity at constant volume is $C_V=\sum_ic_i$.

## 4. The pressure of the phonons

The response of a mode to a change of volume is measured by its Grüneisen parameter

$$\gamma_i=-\frac{d\ln\omega_i}{d\ln V},\qquad\text{so that}\qquad \frac{d\omega_i}{dV}=-\frac{\gamma_i\omega_i}{V}.$$

The minus sign makes $\gamma_i$ positive for a mode that softens when the crystal expands.

The pressure is $P=-(\partial F/\partial V)_T$. The volume enters the phonon part through the frequencies, so the chain rule gives

$$P=-\frac{dE_0}{dV}-\sum_i\frac{\partial F_i}{\partial\omega_i}\frac{d\omega_i}{dV}
=-\frac{dE_0}{dV}-\sum_i\frac{\varepsilon_i}{\omega_i}\left(-\frac{\gamma_i\omega_i}{V}\right),$$

$$P=-\frac{dE_0}{dV}+\frac1V\sum_i\gamma_i\varepsilon_i .$$

A mode with positive $\gamma_i$ pushes outward, because its free energy falls when the volume grows. The energy $\varepsilon_i$ includes the zero-point part $\hbar\omega_i/2$, so this push is present even at zero temperature.

Now let the temperature change at fixed volume. Then $E_0$, $\omega_i$ and $\gamma_i$ are all constant, since each is a function of volume alone. What changes is $\varepsilon_i$, at the rate $c_i$:

$$\left(\frac{\partial P}{\partial T}\right)_V=\frac1V\sum_i\gamma_ic_i .$$

This step, like the heat capacity in section 3, uses the assumption that the frequencies depend on the volume alone. If the frequencies also changed with temperature at fixed volume, further terms would appear here. The zero-point energy has dropped out of the derivative because it does not depend on temperature at fixed volume. It still influences the expansion indirectly, since it helps to fix the volume at which everything is evaluated, and it contributes to $B$.

## 5. From pressure to expansion

The isothermal bulk modulus is

$$B=-V\left(\frac{\partial P}{\partial V}\right)_T=V\left(\frac{\partial^2F}{\partial V^2}\right)_T ,$$

and it must be positive for the crystal to be stable. It contains the second volume derivative of the phonon free energy as well as that of $E_0$.

For small changes of temperature and volume,

$$dP=\left(\frac{\partial P}{\partial T}\right)_VdT+\left(\frac{\partial P}{\partial V}\right)_TdV
=\left(\frac{\partial P}{\partial T}\right)_VdT-\frac BV\,dV .$$

Thermal expansion is measured at constant pressure, so $dP=0$ and

$$\frac BV\,dV=\left(\frac{\partial P}{\partial T}\right)_VdT .$$

Dividing by $B\,dT$ gives

$$\alpha_V=\frac1V\left(\frac{\partial V}{\partial T}\right)_P=\frac1B\left(\frac{\partial P}{\partial T}\right)_V=\frac{1}{BV}\sum_i\gamma_ic_i .$$

Heating at fixed volume would change the pressure, raising it when $\sum_i\gamma_ic_i$ is positive and lowering it when the sum is negative. At fixed pressure the crystal changes its volume until this change of pressure is cancelled, and a large $B$ means that a small change of volume suffices.

At any temperature above zero $C_V$ is positive, so the sum may be multiplied and divided by it:

$$\sum_i\gamma_ic_i=\frac{\sum_i\gamma_ic_i}{\sum_ic_i}\sum_ic_i=\gamma\,C_V,\qquad \gamma=\frac{\sum_i\gamma_ic_i}{\sum_ic_i}.$$

This gives

$$\alpha_V=\frac{\gamma\,C_V}{B\,V}.$$

The average is weighted by heat capacity because expansion depends on how fast the mode energies grow with temperature. The phonon pressure itself contains the energies $\varepsilon_i$, and an average weighted by energy would in general be a different number.

Two points of bookkeeping matter. First, $C_V$ and $V$ must refer to the same amount of matter: both per atom, both per cell or both per mole. Then $BV$ is an energy, $C_V$ is an energy per kelvin, and $\alpha_V$ comes out per kelvin. Second, nothing in the derivation required $P=0$. The relation holds at any fixed pressure at which the crystal is stable, with all quantities taken at the volume belonging to that pressure.

## 6. Limits, signs and failure

**High temperature.** For small $y$, $(y/\sinh y)^2\approx1-y^2/3$. With $y=x_i/2$ this gives $c_i\approx k_B(1-x_i^2/12)$. When $k_BT$ is well above every $\hbar\omega_i$, all weights become equal and $\gamma$ becomes the plain mean of the $\gamma_i$. The heat capacity approaches $3k_B$ per atom. The expansion coefficient need not become constant, because $B$, $V$ and the $\gamma_i$ continue to change as the crystal expands.

**Low temperature.** Modes with $\hbar\omega_i\gg k_BT$ have exponentially small weights, which leaves the long acoustic waves. For these $\omega=vq$, where $v$ depends on direction and branch. The sum over wavevectors becomes an integral over $q^2\,dq$, and the substitution $q=k_BTx/(\hbar v)$ takes a factor $T^3$ outside it. In this limit $\gamma_i$ depends on direction and branch but not on the length of $q$. Thus $C_V$ and $\sum_i\gamma_ic_i$ both vary as $T^3$, $\gamma$ tends to a constant, and $\alpha_V$ varies as $T^3$ if that constant is not zero. A finite wavevector mesh without the zero-frequency modes has a lowest frequency, and misses this law once $k_BT$ falls well below it.

**Sign.** Since $B$, $V$ and $C_V$ are positive, $\alpha_V$ has the sign of $\gamma$. Some $\gamma_i$ may be negative, and the crystal contracts on heating when those modes dominate the weighted sum. If no frequency depends on volume, every $\gamma_i$ vanishes and there is no thermal expansion.

**Failure.** Interactions between phonons shift the frequencies with temperature even at fixed volume, and the quasi-harmonic free energy omits this. In a metal the electrons add their own thermal pressure. In a crystal that is not cubic, or that has internal coordinates not fixed by symmetry, the shape or those coordinates may change with temperature at fixed volume. The frequencies are then no longer functions of $V$ alone. Finally, if some $\omega_i^2$ is negative, the free energy of section 2 is not defined.

## 7. A model crystal

**The model.** Take an fcc crystal in which nearest neighbours at distance $r$ interact through a Morse potential,

$$\phi(r)=D\left[\left(1-e^{-a(r-r_0)}\right)^2-1\right],$$

with the round values $D=0.01$ hartree, $a=1$ bohr$^{-1}$, $r_0=5$ bohr and an atomic mass $M$ of 50000 electron masses. Each atom has twelve neighbours and each bond is shared by two atoms, so $E_0=6\phi$ per atom. The cubic cell has edge $A=\sqrt2\,r$ and holds four atoms, which gives $V=A^3/4=r^3/\sqrt2$ per atom.

**Static bulk modulus.** At $r_0$ the first derivative $\phi'$ vanishes and $\phi''=2Da^2=0.02$ hartree/bohr$^2$. From $V\propto r^3$ follows $dr/dV=r/(3V)$. Hence

$$B_0V_0=V_0^2\cdot6\phi''\left(\frac{r_0}{3V_0}\right)^2=\frac23\phi''r_0^2=\frac23(0.02)(25)=0.3333\ \text{hartree}.$$

**Forces.** Let one neighbour be displaced relative to the other by $\mathbf u$, with a part $u_\parallel$ along the bond and a part $u_\perp$ across it. To second order the bond length is $r+u_\parallel+u_\perp^2/(2r)$, so the bond energy is

$$\phi+\phi'u_\parallel+\frac12\phi''u_\parallel^2+\frac12\frac{\phi'}{r}u_\perp^2 .$$

The linear terms cancel between opposite neighbours. A bond thus has stiffness $\phi''$ along its direction and $\phi'/r$ across it. The second is the effect of tension, as in a stretched string.

In a plane wave the relative displacement of an atom and its neighbour at $\mathbf R$ brings in a factor $1-e^{i\mathbf q\cdot\mathbf R}$. Adding the neighbours at $\mathbf R$ and $-\mathbf R$ replaces it by $1-\cos(\mathbf q\cdot\mathbf R)$ for each. So $M\omega^2$ is the sum over the twelve neighbours of this factor times the bond stiffness in the direction of motion, whenever symmetry fixes that direction.

**Two modes by hand.** At the zone-boundary point X, $\mathbf q=(2\pi/A)\hat{\mathbf x}$. The neighbours are at $(A/2)(\pm1,\pm1,0)$ and its permutations. Eight of them have an $x$ component, with phase $\pm\pi$ and factor 2. The other four have factor 0.

For motion along $x$, each of the eight bonds has half of its squared direction along the motion:

$$M\omega_L^2=8\cdot2\left(\frac12\phi''+\frac12\frac{\phi'}{r}\right)=8\phi''+8\frac{\phi'}{r}.$$

For motion along $y$, four of the eight bonds lie in the $xy$ plane and again contribute half and half. The other four lie in the $xz$ plane, perpendicular to the motion:

$$M\omega_T^2=4\cdot2\left(\frac12\phi''+\frac12\frac{\phi'}{r}\right)+4\cdot2\,\frac{\phi'}{r}=4\phi''+12\frac{\phi'}{r}.$$

Because $\ln V=3\ln r+\text{const}$ and $\ln\omega=\frac12\ln\omega^2$,

$$\gamma_i=-\frac16\frac{d\ln\omega_i^2}{d\ln r}.$$

At $r_0$, where $\phi'=0$, the derivative of $\phi'/r$ is $\phi''/r_0$. Therefore

$$\gamma_L=-\frac16\left(\frac{r_0\phi'''}{\phi''}+1\right),\qquad \gamma_T=-\frac16\left(\frac{r_0\phi'''}{\phi''}+3\right).$$

For the Morse potential $\phi'''(r_0)=-6Da^3$, so $r_0\phi'''/\phi''=-3ar_0=-15$. This gives $\gamma_L=14/6=2.33$ and $\gamma_T=12/6=2.00$. The weakening of the bonds on stretching makes both positive. The growing tension opposes it, more strongly for the transverse mode.

At 300 K the heat capacities of these modes at $r_0$ are $0.750\,k_B$ (longitudinal) and $0.865\,k_B$ (each of two transverse). The weighted average of the three is

$$\frac{2(0.865)(2.00)+(0.750)(2.33)}{2(0.865)+0.750}=2.10 .$$

This illustrates the weighting at one wavevector; the crystal needs the average over all of them.

**The whole crystal at 300 K.** On an $8\times8\times8$ mesh of wavevectors, at zero pressure, the free energy is lowest at $V=90.305$ bohr$^3$ per atom, against a static volume of 88.388 bohr$^3$. At the volume of lowest free energy

- $B=3.3413\times10^{-3}$ hartree/bohr$^3$,
- $C_V=2.634\,k_B=8.340\times10^{-6}$ hartree/K per atom,
- $\gamma=2.101$.

The relation then gives

$$\alpha_V=\frac{2.101\times8.340\times10^{-6}}{3.3413\times10^{-3}\times90.305}\ \text{K}^{-1}
=\frac{1.752\times10^{-5}}{0.3017}\ \text{K}^{-1}=5.81\times10^{-5}\ \text{K}^{-1}.$$

For a cubic crystal the linear coefficient is one third of this, $1.94\times10^{-5}$ K$^{-1}$.

The numerical check also obtains $\alpha_V$ without $\gamma$, $C_V$ or $B$, by finding the equilibrium volume at neighbouring temperatures and differentiating it. The two values are tested to agree within one part in $10^5$ at 100, 300 and 600 K. A $12\times12\times12$ mesh changes $\alpha_V$ by about 0.01% or less at 100 and 300 K.

**Which approximations matter.** At 100 K the weighted $\gamma$ is 2.000 and the plain mean is 2.095, so using the plain mean would make $\alpha_V$ 4.8% too large. The weights $c_i$ fall with rising frequency. A weighted mean below the plain one therefore shows that in this crystal the softer modes tend to have the smaller $\gamma_i$. At 300 K the difference is 0.6%.

The estimate with all inputs taken at the static volume, and with $B_0$ for $B$, compares with the full quasi-harmonic result (called "full" below) as follows, in units of $10^{-5}$ K$^{-1}$:

| $T$ (K) | Full | Static inputs |
|---|---|---|
| 100 | 2.22 | 2.01 |
| 300 | 5.81 | 5.08 |
| 600 | 7.41 | 5.67 |

At 600 K the full value is larger by a factor 1.31. The product $BV$ has fallen from 0.3333 to 0.2685 hartree, which accounts for a factor 1.24. The remaining 1.05 comes from the larger $\gamma C_V$ at the expanded volume. At 100 K the total factor is 1.10, of which $BV$ supplies 1.04 and $\gamma C_V$ 1.06. The crystal is then already 1.3% larger than the static one, under a phonon pressure that includes the zero-point part.

The same numbers show why $\alpha_V$ has not levelled off. From 300 to 600 K, $C_V$ rises by 10%, $\gamma$ by 3%, and $1/(BV)$ by 12%. Together these make the rise of 28% in the quasi-harmonic $\alpha_V$.

These comparisons are made within the quasi-harmonic approximation. The interactions between phonons that it omits (section 6) add a pressure that grows as $T^2$ in the classical regime, the same order in $T$ as the classical gap between the full and the static values. In this model the added pressure is negative. Estimated classically, it lowers $\alpha_V$ by roughly 3% at 300 K and 7% at 600 K. The static estimate is therefore closer to the true expansion of the model than the table suggests, though still below it, and the true rise from 300 to 600 K is somewhat smaller than 28%.

**Under pressure.** At 300 K and $P=10^{-4}$ hartree/bohr$^3$ the coefficient is $4.83\times10^{-5}$ K$^{-1}$, 17% below its value at zero pressure. The direct and the formula values again agree.

**Harmonic springs.** Replace the Morse potential by $\phi=\frac12k(r-r_0)^2$ with $k=0.02$ hartree/bohr$^2$, the same curvature at $r_0$. Now $\phi'''=0$, and the formulas for X give $\gamma_L=-1/6$ and $\gamma_T=-1/2$. The bonds no longer weaken on stretching. What remains is the transverse stiffness $\phi'/r$, which grows with the bond length, so that motion across the bonds stiffens when the crystal expands. At 300 K the program finds $\gamma=-0.448$ and $\alpha_V=-1.12\times10^{-5}$ K$^{-1}$: the crystal contracts on heating. Harmonic springs between atoms are thus not the same as frequencies independent of volume, and the relation covers both cases.

## Calculated quantities

```
Morse depth 0.01 hartree, range parameter 1.0 1/bohr
Morse distance 5.0 bohr, atomic mass 50000 electron masses
Boltzmann constant 3.166812e-06 hartree/K
pair curvature at r0: 0.0200 hartree/bohr^2
static volume per atom 88.3883 bohr^3
static bulk modulus 3.771236e-03 hartree/bohr^3
static B0*V0 0.333333 hartree
X transverse at r0: omega 1.264911e-03 hartree, gamma_i 2.0000, c_i(300 K) 0.8645 k_B
X longitudinal at r0: omega 1.788854e-03 hartree, gamma_i 2.3333, c_i(300 K) 0.7504 k_B
T = 100 K: V 89.4957 bohr^3, B 3.575201e-03 hartree/bohr^3
  C_V 1.1194 k_B per atom = 3.544953e-06 hartree/K
  gamma weighted 1.9997, plain mean 2.0949, smallest 1.4538, largest 2.4581
  phonon pressure 4.5232e-05 hartree/bohr^3
  dP/dT at fixed V 7.9208e-08 hartree/(bohr^3 K)
  alpha_V formula 2.215476e-05 1/K, direct 2.215476e-05 1/K
  alpha_V with all static-volume inputs 2.0117e-05 1/K
T = 300 K: V 90.3049 bohr^3, B 3.341265e-03 hartree/bohr^3
  C_V 2.6337 k_B per atom = 8.340356e-06 hartree/K
  gamma weighted 2.1014, plain mean 2.1147, smallest 1.4621, largest 2.4895
  phonon pressure 7.5846e-05 hartree/bohr^3
  dP/dT at fixed V 1.9408e-07 hartree/(bohr^3 K)
  alpha_V formula 5.808579e-05 1/K, direct 5.808579e-05 1/K
  alpha_V with all static-volume inputs 5.0774e-05 1/K
T = 600 K: V 92.1299 bohr^3, B 2.914342e-03 hartree/bohr^3
  C_V 2.9099 k_B per atom = 9.214990e-06 hartree/K
  gamma weighted 2.1579, plain mean 2.1612, smallest 1.4807, largest 2.5643
  phonon pressure 1.3800e-04 hartree/bohr^3
  dP/dT at fixed V 2.1584e-07 hartree/(bohr^3 K)
  alpha_V formula 7.406154e-05 1/K, direct 7.406154e-05 1/K
  alpha_V with all static-volume inputs 5.6735e-05 1/K
P = 1.0e-04 hartree/bohr^3, 300 K: V 87.8581 bohr^3, gamma 2.0418
  alpha_V formula 4.827848e-05 1/K, direct 4.827848e-05 1/K
harmonic springs, 300 K: V 88.0240 bohr^3, gamma -0.4483
  alpha_V formula -1.119389e-05 1/K, direct -1.119389e-05 1/K
mesh 12x12x12 instead of 8x8x8, 100 K: alpha_V 2.215706e-05 1/K, change 0.010 percent
mesh 12x12x12 instead of 8x8x8, 300 K: alpha_V 5.808866e-05 1/K, change 0.005 percent
```
